\section*{Why the Energy of a Polar Molecular Crystal Depends on Sample Shape}

\section{The decision}

Anyone who computes the lattice energy of a polar crystal from one periodic cell must decide which macroscopic electric field the crystal sits in. The cell cannot supply the answer. If the electrostatic potential \(\phi\) is made periodic, the average of \(\mathbf E=-\nabla\phi\) over the cell is zero. That choice describes some samples and not others: a long needle polarised along its axis, but not an isolated slab polarised along its normal. The difference is an energy per molecule, and it does not fade as the sample grows.

The model that settles the matter is a lattice of identical, fixed point dipoles \(\mathbf p=p\hat{\mathbf z}\), with volume \(v\) per molecule and polarisation \(P=p/v\). The sample is much larger than a molecule and stands in vacuum, without electrodes, free charge or domains. Comparisons between shapes are made at fixed volume and fixed \(P\). Short-range forces are left out because, apart from surface corrections, they give the same energy per molecule in every shape. Among neutral molecules the next multipole interaction, dipole with quadrupole, falls as \(r^{-4}\), and its sum converges absolutely.

\section{A sum that never forgets the boundary}

Two parallel dipoles separated by \(r\), at angle \(\theta\) to \(\hat{\mathbf z}\), have energy
\begin{equation}
w(r,\theta)=\frac{p^2}{4\pi\varepsilon_0}\,\frac{1-3\cos^2\theta}{r^3}.
\end{equation}
A shell of thickness \(dr\) holds about \(4\pi r^2dr/v\) partners. The sum of magnitudes therefore grows like \(\int dr/r\), without limit. The signed sum stays finite because a complete spherical shell cancels:
\begin{equation}
\int_{-1}^{1}(1-3\mu^2)\,d\mu=2-2=0,\qquad \mu=\cos\theta .
\end{equation}
Shells cut by the sample surface are incomplete and do not cancel in general. Enlarging the sample does not remove their effect: if all lengths are multiplied by \(\lambda\), then \(d^3r/r^3\) becomes \(\lambda^3d^3r/(\lambda^3r^3)\), which is unchanged. More distant partners are weaker, but there are more of them in the same proportion.

To separate lattice from shape, draw a ball of radius \(R\) around one molecule, large compared with the lattice spacing but inside the sample. The dipoles in the ball produce a field \(E_{\rm lat}\) along \(z\) that knows nothing of the outer surface. For a cubic lattice it vanishes, since
\begin{equation}
E_{\rm lat}=\frac{p}{4\pi\varepsilon_0}\sum_{r<R}\frac{3z^2-r^2}{r^5}
\end{equation}
and symmetry makes the sums of \(x^2/r^5\), \(y^2/r^5\) and \(z^2/r^5\) equal.

The dipoles outside the ball can be treated as a continuum. Because \(\mathbf P\) is uniform, the divergence theorem turns their potential into that of a surface charge:
\begin{equation}
\phi(\mathbf r)=\frac{1}{4\pi\varepsilon_0}\int \mathbf P\cdot\nabla'\frac{1}{|\mathbf r-\mathbf r'|}\,d^3r'
=\frac{1}{4\pi\varepsilon_0}\oint\frac{\mathbf P\cdot\mathbf n'}{|\mathbf r-\mathbf r'|}\,dA' .
\end{equation}
The charge density is \(\sigma=\mathbf P\cdot\mathbf n\), with \(\mathbf n\) pointing out of the material. On the outer surface it produces the depolarising field \(\mathbf E_{\rm dep}\). On the cavity wall \(\mathbf n\) points towards the centre, so \(\sigma=-P\cos\theta\). A positive charge at angle \(\theta\) pushes the central field away from itself, which gives a factor \(-\cos\theta\):
\begin{equation}
E_{\rm cav}=\frac{1}{4\pi\varepsilon_0}\int\frac{(-P\cos\theta)(-\cos\theta)}{R^2}\,R^2d\Omega
=\frac{P}{4\pi\varepsilon_0}\,\frac{4\pi}{3}=\frac{P}{3\varepsilon_0}.
\end{equation}

The dipole energy is \(-\tfrac12\sum_i\mathbf p\cdot\mathbf E_i\), the half correcting for pairs counted twice. Molecules within \(R\) of the surface are a vanishing fraction of a large sample. With a bar for the volume average, define
\begin{equation}
N=-\varepsilon_0\overline{E}_{{\rm dep},z}/P .
\end{equation}
The energy per volume is then
\begin{equation}
u=-\frac P2\left(\overline E_{{\rm dep},z}+\frac{P}{3\varepsilon_0}+E_{\rm lat}\right)
=N\frac{P^2}{2\varepsilon_0}+u_{\rm lat},
\label{eq:main}
\end{equation}
where \(u_{\rm lat}=-P^2/(6\varepsilon_0)-PE_{\rm lat}/2\) is the same for every shape. The first term is the depolarisation energy.

\section{What the shape pays for}

The depolarisation energy is the energy of the macroscopic field. Without free charge, \(\mathbf D=\varepsilon_0\mathbf E+\mathbf P\) has no divergence, so \(\mathbf E\cdot\mathbf D=-\nabla\cdot(\phi\mathbf D)\). The integral of this over all space is a surface term at infinity, where \(\phi\sim r^{-2}\), \(D\sim r^{-3}\) and the area grows as \(r^2\). It vanishes, leaving
\begin{equation}
\frac{\varepsilon_0}{2}\int_{\rm all\ space}E^2\,dV=-\frac12\int_{\rm sample}\mathbf P\cdot\mathbf E\,dV
=N\frac{P^2}{2\varepsilon_0}V .
\end{equation}
Shape matters because it decides how much surface charge there is and where it lies, and hence how much field must be maintained.

\subsection{Sphere}

Represent the polarised sphere by two balls of charge density \(\pm\rho\), displaced by \(\pm\boldsymbol\delta/2\), with \(\mathbf P=\rho\boldsymbol\delta\) and \(\delta\) small. Gauss's law gives a field \(\rho\mathbf r/(3\varepsilon_0)\) inside one ball centred at the origin. Hence
\begin{equation}
\mathbf E=\frac{\rho}{3\varepsilon_0}\left[\left(\mathbf r-\frac{\boldsymbol\delta}{2}\right)-\left(\mathbf r+\frac{\boldsymbol\delta}{2}\right)\right]
=-\frac{\mathbf P}{3\varepsilon_0},\qquad N=\frac13 .
\end{equation}
In units of \(P^2V/(2\varepsilon_0)\), the field energy inside is \((1/3)^2=1/9\). The remaining \(2/9\) lies outside.

\subsection{From needle to slab}

A square block of width \(w\) and length \(L\) along \(\mathbf P\) covers both other shapes. Its side faces have \(\mathbf P\cdot\mathbf n=0\), and its end faces carry charges \(\pm Q=\pm Pw^2\). Let \(h=L/w\), and let \(F(h)\) be the mean inverse distance between points of two parallel unit squares, one directly above the other at distance \(h\). Each face has self-energy \(\tfrac12Q^2F(0)/(4\pi\varepsilon_0w)\), and the two faces attract:
\begin{equation}
U=\frac{Q^2}{4\pi\varepsilon_0w}\,[F(0)-F(h)].
\end{equation}
Division by \(V P^2/(2\varepsilon_0)\), with \(V=w^2L\), gives
\begin{equation}
N=\frac{P^2w^4[F(0)-F(h)]}{4\pi\varepsilon_0w}\,\frac{2\varepsilon_0}{P^2w^2L}
=\frac{F(0)-F(h)}{2\pi h}.
\label{eq:block}
\end{equation}

For a needle, \(h\gg1\) and \(F(h)\le1/h\) is negligible beside \(F(0)=2.973\). Then \(N\simeq0.473\,w/L\to0\). The end charges still have a field, but its energy is fixed by the width while the volume grows with length.

For a slab, \(h\ll1\). Around a point far from the edges, compared with \(h\), the difference of inverse distances integrates to
\begin{equation}
2\pi\int_0^\infty\left(1-\frac{s}{\sqrt{s^2+h^2}}\right)ds
=2\pi\left[s-\sqrt{s^2+h^2}\right]_0^\infty=2\pi h ,
\end{equation}
so \(N\to1\). Gauss's law says the same: two wide sheets \(\pm P\) give \(E=-P/\varepsilon_0\) between them and no field outside. Every part of the slab is filled with field.

A cube shows that roundness is not what matters. With \(G(\mathbf r)=\int d^3r'/|\mathbf r-\mathbf r'|\), polarisation along axis \(i\) gives \(E_i=(P/4\pi\varepsilon_0)\,\partial_i^2G\). Since \(\nabla^2G=-4\pi\) inside the sample, adding the three choices of axis gives \(-P/\varepsilon_0\), or \(N_x+N_y+N_z=1\). The three factors of a cube are equal, so each is \(1/3\), as for the sphere. The same rule gives \(N=1/2\) for a long square needle polarised across its axis, parallel to a side. What counts is shape relative to the direction of \(\mathbf P\).

\section{Comparison with explicit dipole sums}

For a cubic lattice, \(u\) in units of \(P^2/(2\varepsilon_0)\) is \(N-1/3\): zero for the sphere, \(-1/3\) for the needle and \(+2/3\) for the slab. The zero for the sphere does not mean that its field is absent; the lattice constant \(-1/3\) offsets the field energy.

This was tested by summing all dipole pairs in finite face-centred cubic blocks at two sizes, then extrapolating on the assumption that the surface error falls as the inverse size. A rod with \(L/w=8\) gave \(-0.2770\), against \(-0.2767\) from Eq.~\eqref{eq:block}. A plate with \(L/w=1/8\) gave \(0.4402\), against \(0.4401\).

A second test located the dipoles responsible. At the centre of a plate 21 layers thick and 161 layers wide, dipoles within ten layer spacings gave zero field. Those beyond gave \(-0.5501\,P/\varepsilon_0\), equal, to the digits shown, to the continuum value: the depolarising field at the centre of a plate of this finite width, \(-0.883\,P/\varepsilon_0\), plus the cavity field \(P/(3\varepsilon_0)\).

For a tetragonal lattice with axial ratio 1.3, subtracting \(N\) from the pair sum left \(-0.0751\) for a rod, \(-0.0750\) for a plate and \(-0.0805\) for a ball. The constant differs from the cubic \(-1/3\) but is common to the shapes within the finite-size error. The rod and plate values are extrapolated from two sizes; the ball value comes from a single radius, 30 times the shorter lattice spacing, and is not extrapolated.

\section{Numbers for a weakly polar film}

Take a face-centred cubic crystal with edge 0.57 nm and mean dipole 0.02 D. Then \(v=0.57^3/4=0.0463\) nm\(^3\) and \(P=p/v=0.144\ \mu\)C/cm\(^2\). The two scales of the problem are \(P/\varepsilon_0=1.63\) MV/cm and \(P^2/(2\varepsilon_0)=0.117\) J/cm\(^3\), the latter equal to 0.0339 meV per molecule.

\begin{center}
\begin{tabular}{lccc}
Shape & \(N\) & Field (MV/cm) & Depolarisation energy (J/cm\(^3\))\\
Needle & 0 & 0 & 0\\
Sphere & 1/3 & 0.54 & 0.039\\
Slab & 1 & 1.63 & 0.117
\end{tabular}
\end{center}

The energy per molecule is small beside \(k_BT=4.3\) meV at 50 K, but it is collective. For the volume of a slab 10 nm thick and 1000 nm square, the ideal slab lies 7.3 keV above the ideal needle. The finite slab has \(N=0.966\), so its own depolarisation energy is 3.4\% below the ideal value.

\subsection{Molecules that respond}

Real molecules also polarise. Let \(P_0\) be the polarisation without induced dipoles, \(x=P/P_0\), \(k=N-1/3\) and \(\chi=\alpha/(\varepsilon_0v)\), with \(\alpha\) the polarisability. Inducing \(P-P_0\) costs \(v(P-P_0)^2/(2\alpha)\) per volume. For a cubic lattice with uniform \(P\), the energy in units of \(P_0^2/(2\varepsilon_0)\) is
\begin{equation}
f(x)=kx^2+\frac{(x-1)^2}{\chi}.
\end{equation}
Setting \(f'(x)=0\) gives \(kx+(x-1)/\chi=0\), hence \(x=1/(1+\chi k)\). Then \((x-1)^2/\chi=\chi k^2x^2\), and
\begin{equation}
f_{\min}=kx^2(1+\chi k)=kx .
\end{equation}
This is a minimum if \(1+\chi k>0\). A rough polarisability volume of 3 \AA\(^3\) gives \(\chi=0.814\). The slab's polarisation falls to \(0.648P_0\) and its field to 1.05 MV/cm, while the needle's polarisation rises to \(1.37P_0\). The slab--needle difference becomes 0.890 of its rigid value: an 11\% reduction, not a disappearance. These numbers depend on the direction of the molecules. The value 3 \AA\(^3\) is roughly an average over orientations; for nitrous oxide, the example below, a Hartree--Fock estimate along the molecular axis is 4.5 to 4.6 \AA\(^3\) in basis sets with diffuse functions (aug-cc-pVDZ and aug-cc-pVTZ), and electron correlation raises it to about 4.7 (PBE0) or 4.9 \AA\(^3\) (MP2). Take 4.5 \AA\(^3\). With every axis parallel to \(\mathbf P\), the same formulas would then give about \(0.55P_0\) for the slab, \(1.7P_0\) for the needle and a ratio of 0.93; for 4.9 \AA\(^3\) they give \(0.53P_0\), \(1.8P_0\) and 0.95.

\subsection{Beside a real film}

The parameters are roughly those of a cold nitrous oxide film in which molecules of about 0.16 D have a net head-to-tail order of \(s=0.125\) along one common axis. The common axis is a simplification: in crystalline nitrous oxide the molecular axes lie along four body diagonals, so the same mean dipole along a cube edge would need \(s\approx0.22\), at an entropy cost of about 0.10 meV per molecule at 50 K. The estimates below keep the single axis and neglect random fields from the disordered part. In a two-orientation model the entropy cost at 50 K is 0.034 meV per molecule. It nearly equals the slab's depolarisation energy by accident of the parameters: both vary as \(s^2\) at small \(s\), but only the entropy cost contains the temperature. In the needle the entropy cost exceeds the energy gained by rigid dipoles, 0.011 meV, and in the slab the dipole energy is itself a cost. The molecular response raises the needle's gain only to 0.016 meV for 3 \AA\(^3\). In this model the order at 50 K must therefore be frozen in rather than in equilibrium. The same mean-field balance would let a needle order by itself only below about 17 K for rigid dipoles, or 23 K with the response.

The rigid slab field is 0.54 of an assumed breakdown field of 3 MV/cm, which leaves little margin. Across 10 nm the voltage is 1.6 V, below an assumed gap of 7 eV, so no electron can pass from filled to empty states at constant energy. In the rigid slab the voltage reaches the gap at 43 nm; with the molecular response for 3 \AA\(^3\) included, it does so at 66 nm. Tunnelling is then allowed in energy, but for a triangular barrier and the free-electron mass \(m\) its exponent, \(4\sqrt{2m}\,E_g^{3/2}/(3\hbar eE)\), is about 800 in the rigid field and about 1200 in the field reduced by the response, with \(E_g\) the gap energy. The exponent depends on the barrier model: a two-band barrier lowers the rigid value to about 460, and to about 200 with a mass of \(0.2m\). In each case tunnelling is negligible in an ideal crystal.

The absence of free charge is also an assumption, and a real sample may break it. If charge collected on the faces cancels a fraction \(q\) of \(P\), the slab field becomes \(-(1-q)P/\varepsilon_0\) and its field energy falls by the factor \((1-q)^2\), from 0.117 J/cm\(^3\) at \(q=0\) to zero at \(q=1\). Ideal connected electrodes of the same metal, in direct contact with both faces, force zero voltage across the slab and hence \(q=1\). In real thin films, the finite screening length of the metal or a thin interface layer can leave part of the field in place. Domains of alternating polarisation act differently: surface charge of period \(\ell\) and zero mean has a potential that decays at least as fast as \(e^{-2\pi d/\ell}\) with distance \(d\) from the face, so the field no longer fills a slab that is much thicker than \(\ell\).

\section{Choosing the boundary term}

A calculation with a periodic potential has \(\overline{\mathbf E}=0\). It describes the long axial needle, or a slab between ideal connected electrodes. For an isolated, uncompensated sample of rigid dipoles, add \(NP^2/(2\varepsilon_0)\) with the \(N\) of that sample. If the molecules can respond, let them relax in the corresponding field, because \(P\) itself then depends on shape. A cell relaxed at zero field has the needle's polarisation; putting that \(P\) into the slab term would give \(1.37^2\approx1.9\) in units of \(P_0^2/(2\varepsilon_0)\) for the example, against the correct 0.890. The correction grows as \(P^2\): a mean dipole ten times larger in the same lattice would raise the rigid slab term from 0.034 to 3.4 meV per molecule. In the rigid slab the field would also rise tenfold, to about five times the assumed breakdown field; with the molecular response for 3 \AA\(^3\) included, it would still be about 3.5 times that field. The isolated uniform slab would then be a poor description of the sample. The numerical output below lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
TESTS (reduced energy = energy density / (P^2/(2 eps0)))
cube N from face charges: 0.333333
mean inverse distance in unit square F(0): 2.9732
needle end coefficient F(0)/(2 pi): 0.4732
fcc rod, L/w=8: N 0.0567, N-1/3 -0.2767
  pair sums, w=10 and 20 layers: -0.2624, -0.2697
  extrapolated pair sum: -0.2770
fcc plate, L/w=1/8: N 0.7734, N-1/3 0.4401
  pair sums, 10 and 20 layers: 0.4264, 0.4333
  extrapolated pair sum: 0.4402
fcc ball, pair sum: 0.0000
tetragonal c/a: 1.3; lattice constant term from
  rod -0.0751, plate -0.0750, ball -0.0805
fcc plate 21 layers thick, 161 wide, field at centre (P/eps0):
  from dipoles within 10 layers: 0.0000
  from dipoles beyond: -0.5501
  continuum 1/3-N at centre: -0.5501
sphere N from surface charge: 0.333333
  field energy inside 0.1111, outside 0.2222
EXAMPLE
fcc edge: 0.57 nm; mean dipole: 0.02 D
volume per molecule: 0.04630 nm^3
polarisation P: 0.1441 uC/cm2
P/eps0: 1.627 MV/cm
P^2/(2 eps0): 0.1172 J/cm3
sphere: N 0.3333, |E| 0.542 MV/cm
  depolarisation energy: 0.0391 J/cm3, 0.01129 meV/molecule
  point-dipole energy: 0.00000 meV/molecule
needle: N 0.0000, |E| 0.000 MV/cm
  depolarisation energy: 0.0000 J/cm3, 0.00000 meV/molecule
  point-dipole energy: -0.01129 meV/molecule
slab: N 1.0000, |E| 1.627 MV/cm
  depolarisation energy: 0.1172 J/cm3, 0.03388 meV/molecule
  point-dipole energy: 0.02259 meV/molecule
sample: 10 nm thick, 1000 nm wide
slab minus needle (ideal N), this volume: 7318 eV
NEGLECTED EFFECTS (rough inputs)
polarisability volume: 3.0 A^3; chi: 0.8143
  sphere: P/P0 1.0000, reduced energy 0.0000
  needle: P/P0 1.3725, reduced energy -0.4575
  slab: P/P0 0.6482, reduced energy 0.4321
  slab-needle difference, polarisable/rigid: 0.8896
  slab field with polarisability: 1.055 MV/cm
breakdown field assumed: 3.0 MV/cm; rigid slab/breakdown: 0.542
voltage across slab: 1.627 V; gap assumed: 7.0 eV
thickness where drop equals gap: 43.0 nm
interband tunnelling exponent, thick slab: 777
temperature: 50 K; kT: 4.309 meV
full dipole assumed: 0.16 D; net order: 0.125
entropy cost of net order: 0.03375 meV/molecule
N of block 1000 x 1000 x 10 nm: 0.9660
N of needle with L/w=100: 0.00472
\end{verbatim}
